# Why the Least-Material Thin Fin Has a Straight Temperature Profile

## A gain without extra metal

A flat cooling fin 50 mm wide, 0.142 mm thick and 23.9 mm long draws 3 W from a base held 40 K above the air. Its conductivity is 200 W/(m K), and its faces lose 50 W/(m² K). Among fins of uniform thickness it does this with the least metal, 170 mm³. Yet if a tenth of the metal in its outer half is moved to the inner half, so that the inner half becomes 10 % thicker and the outer half 10 % thinner, the heat drawn rises by 2.5 %. (This figure comes from a finite-element solution of the heat balance below.)

The metal was therefore not equally useful everywhere. To see where it is worth most, we separate the contributions of thickness and length to the heat drawn.

## The model

Let $x$ be the distance from the base, $t(x)$ the full thickness, $w$ the width and $\ell$ the length of the fin. The excess temperature over the air is $\theta(x)$, with $\theta(0)=\theta_b$. The assumptions are:

- The state is steady, and the conductivity $k$ and heat transfer coefficient $h$ are constant.
- The temperature is uniform across the thickness, and the air temperature is fixed.
- Each length $dx$ has cooled area $2\,dx$ per unit width, one $dx$ for each face, whatever the slope of the faces.
- The tip and side edges lose no heat.

The conductive current per unit width, counted positive toward the tip, is $J=-kt\theta'$. Between $x$ and $x+dx$ it falls by the heat given to the air:

$$J(x)-J(x+dx)=2h\theta\,dx .$$

Hence $-J'=2h\theta$, or

$$(kt\theta')'=2h\theta,\qquad kt\theta'\big|_{\ell}=0,\qquad q=-kt\theta'\big|_{0}. \tag{1}$$

Here $q$ is the heat drawn per unit width. The task is to draw a given $q$ at a given $\theta_b$ with the least volume $V=w\int_0^\ell t\,dx$.

## Heat drawn as a minimum

For any trial profile $\phi(x)$ with $\phi(0)=\theta_b$, define

$$E[\phi]=\int_0^\ell\left(kt\phi'^2+2h\phi^2\right)dx .$$

Write $\phi=\theta+\eta$, where $\theta$ solves (1) and $\eta(0)=0$. Expanding the squares gives

$$E[\phi]=E[\theta]+2\int_0^\ell(kt\theta'\eta'+2h\theta\eta)\,dx+\int_0^\ell(kt\eta'^2+2h\eta^2)\,dx .$$

Integration by parts turns the middle integral, without its factor 2, into

$$\big[kt\theta'\eta\big]_0^\ell-\int_0^\ell\eta\left[(kt\theta')'-2h\theta\right]dx=0 .$$

The boundary term vanishes at the tip because no current flows there, and at the base because $\eta(0)=0$. The last integral vanishes by (1). The remaining term in $\eta$ is never negative, so the true profile gives the minimum.

The same integration by parts, with $\theta$ in place of $\eta$, gives the value of that minimum:

$$E[\theta]=\big[kt\theta'\theta\big]_0^\ell=-kt\theta'\big|_0\,\theta_b=q\theta_b .$$

Therefore

$$q\theta_b=\min_{\phi(0)=\theta_b}\int_0^\ell\left(kt\phi'^2+2h\phi^2\right)dx. \tag{2}$$

When the heat drawn is estimated by this integral, a wrong temperature profile can make the estimate too high, but never too low.

## First contribution: metal at one place

Change the thickness by a small $\delta t(x)$. The temperature profile responds by some $\eta$ of order $\delta t$. Because $\theta$ minimizes (2), this response changes the integral in second order. The first-order change comes from the explicit $t$ alone:

$$\delta q=\int_0^\ell\frac{k\theta'^2}{\theta_b}\,\delta t\,dx. \tag{3}$$

The factor $k\theta'^2/\theta_b$ is the marginal value of metal: the extra heat drawn per unit of added volume. It depends on the conductive flux $k|\theta'|$, which is the heat current per unit of cross-section. Metal added where the flux is large relieves a steep temperature drop, and so warms the cooled surface farther out.

Suppose the flux differs between two places that both contain metal. Moving a little metal from the low-flux place to the high-flux place leaves $V$ unchanged and raises $q$. The fin was then not optimal, since the surplus heat could be traded for a saving of metal. In an optimal fin $|\theta'|$ must therefore have one value wherever there is metal. Since the current runs outward, $\theta'$ is negative throughout, and the temperature falls along a straight line.

This is the sense in which every element is used equally. The elements do not carry equal currents, for the current falls toward the tip. The thickness falls with it, so that the current per unit of cross-section stays the same.

## The uniform fin, weighed by this rule

For constant $t$, equation (1) becomes $\theta''=m^2\theta$ with $m^2=2h/(kt)$. The solution with zero slope at the tip is

$$\theta=\theta_b\frac{\cosh m(\ell-x)}{\cosh m\ell}.$$

With $\beta=m\ell$, the heat drawn is

$$q=ktm\theta_b\tanh\beta=\sqrt{2hkt}\,\theta_b\tanh\beta .$$

Solving for the thickness gives $t=q^2/(2hk\theta_b^2\tanh^2\beta)$. Since $\ell=\beta\sqrt{kt/(2h)}$, the volume is

$$\frac Vw=t\ell=\beta\sqrt{\frac{k}{2h}}\;t^{3/2}=\frac{\beta}{4\tanh^3\beta}\,\frac{q^3}{kh^2\theta_b^3}.$$

At fixed $q$ the logarithmic derivative with respect to $\beta$ must vanish:

$$\frac1\beta-\frac{3}{\sinh\beta\cosh\beta}=0,\qquad\text{or}\qquad \sinh2\beta=6\beta .$$

The positive root is $\beta\approx1.42$. This gives the fin described at the start.

The value of metal at mid-length, relative to the base, follows from the square of the slope:

$$\left[\frac{\sinh(\beta/2)}{\sinh\beta}\right]^2=\frac{1}{4\cosh^2(\beta/2)}\approx0.157 .$$

A little metal at mid-length is worth about one sixth of the same metal at the base. At the tip, where the slope is zero, its marginal value vanishes. This is why moving metal inward helped.

## Second contribution: length

A straight temperature line does not yet fix the fin, because it may end above the air temperature. Let $\theta=\theta_b-Gx$, with tip value $\theta_e=\theta_b-G\ell\ge0$. The current at $x$ must supply all the surface beyond $x$:

$$J(x)=2h\int_x^\ell\theta\,dy=\frac hG\left[\theta(x)^2-\theta_e^2\right].$$

The second form follows because $dy=-d\theta/G$. Division by the uniform flux $kG$ gives the thickness:

$$t(x)=\frac{h}{kG^2}\left[\theta(x)^2-\theta_e^2\right]. \tag{4}$$

This is a quadratic function of $x$ that reaches zero at the tip. If $\theta_e>0$ it does so with a nonzero slope.

To compare different lengths at the same heat, define

$$L=\frac{q}{h\theta_b},\qquad \ell=\lambda L .$$

At $x=0$ the current is $q=h\ell(\theta_b+\theta_e)=h\ell(2\theta_b-G\ell)$. Solving for $G$ gives

$$G=\frac{\theta_b}{L}\,\frac{2\lambda-1}{\lambda^2},\qquad \frac{\theta_e}{\theta_b}=1-\frac{2\lambda-1}{\lambda}=\frac{1-\lambda}{\lambda}.$$

Thus $\lambda$ must exceed $1/2$. At $\lambda=1/2$ the whole surface would have to be at base temperature, which would need unlimited thickness. The condition $\theta_e\ge0$ requires $\lambda\le1$.

For the volume, integrate $t=J/(kG)$ and exchange the order of integration. The loss at $y$ passes through every section from $0$ to $y$, which supplies a factor $y$:

$$\frac Vw=\frac{2h}{kG}\int_0^\ell y(\theta_b-Gy)\,dy
=\frac hk\left(\frac{\theta_b\ell^2}{G}-\frac{2\ell^3}{3}\right).$$

Inserting $G$ and $\ell$ gives

$$\frac Vw=\frac{hL^3}{k}\left(\frac{\lambda^4}{2\lambda-1}-\frac{2\lambda^3}{3}\right).$$

At $\lambda=1$ the bracket is $1/3$. Relative to that case, the volume is

$$r(\lambda)=\frac{3\lambda^4}{2\lambda-1}-2\lambda^3,\qquad
\frac{dr}{d\lambda}=-\frac{6\lambda^2(1-\lambda)^2}{(2\lambda-1)^2}. \tag{5}$$

The derivative is negative for $1/2<\lambda<1$, so lengthening the fin saves metal until its tip reaches air temperature. The physical reason is that this model charges for metal but not for cooled area. While the tip is warmer than the air, more area can still shed heat, and the metal behind it can be very thin.

The gain from the last stretch is small. Near $\lambda=1$, integration of (5) gives $r-1\approx2(1-\lambda)^3$ to leading order. At $\lambda=0.8$ the full formula gives $r=1.024$: a fin 20 % shorter needs 2.4 % more metal for the same heat. Its temperature profile is still straight, but its tip remains at a quarter of the base excess temperature.

The two contributions are now distinct. Equal value of metal makes the temperature line straight. Free length brings that line down to air temperature. With $\theta_e=0$ and $G=\theta_b/L$, equation (4) becomes

$$\theta=\theta_b\left(1-\frac xL\right),\qquad
t=\frac{hL^2}{k}\left(1-\frac xL\right)^2 . \tag{6}$$

The parabola has its vertex at the tip.

## No other shape does better

The argument so far compares neighbouring shapes and then straight-line fins of different length. The minimum principle also covers every other thickness profile.

Take any fin that draws $q$, with any length $\ell$. In (2) use the trial profile $\phi=\theta_b(1-x/L)$ up to $x=L$, and $\phi=0$ beyond. If the fin is shorter than $L$, cut the trial profile off at $\ell$. Its squared slope is at most $\theta_b^2/L^2$, and $\int_0^L(1-x/L)^2dx=L/3$. Hence

$$q\theta_b\le\frac{k\theta_b^2}{L^2}\frac Vw+\frac{2h\theta_b^2L}{3}.$$

Rearranging and inserting $L=q/(h\theta_b)$ gives

$$\frac Vw\ge\frac{L^2}{k\theta_b}\left(q-\frac{2q}{3}\right)=\frac{q^3}{3kh^2\theta_b^3}. \tag{7}$$

The fin (6) has $V/w=hL^3/(3k)$, which equals the right-hand side. It is therefore a global minimum.

It is also unique. Equality requires that the fin reach $L$, since otherwise part of the surface integral would be missing. It requires that no metal lie beyond $L$, where the trial slope is zero. Finally, the trial profile must be the true one, because any difference $\eta$ would add the positive term $\int2h\eta^2dx$. The heat balance then fixes $t(x)$ as in (6).

The same method covers a prescribed length $\ell$ with $L/2<\ell\le L$. Inserting $\phi=\theta_b-Gx$ with the $G$ found above gives a lower bound that the fin (4) attains.

## The optimum in numbers

For the example, $q=3\ \mathrm W/0.050\ \mathrm m=60$ W/m. Then

$$L=\frac{60}{50\times40}\ \mathrm m=30\ \mathrm{mm},\qquad
t(0)=\frac{50\times0.030^2}{200}\ \mathrm m=0.225\ \mathrm{mm},$$

$$V=\frac{0.050\times50\times0.030^3}{3\times200}\ \mathrm{m^3}=112.5\ \mathrm{mm^3}.$$

The flux is $k\theta_b/L=0.267$ W/mm² throughout. At mid-length the excess temperature is 20 K and the thickness is 0.0563 mm. The cross-section there is a quarter of that at the base, and it passes a quarter of the heat, 0.75 W.

These numbers also separate marginal value from average yield. The outer half sheds one quarter of the heat, but by (6) it contains $(1/2)^3=1/8$ of the metal. Its heat shed per unit volume is therefore twice the fin average. That does not make it a better place for more metal, because its surface can shed this heat only if the inner half delivers it. The marginal value (3) accounts for both roles and is the same in both halves.

The fin efficiency compares $q$ with the heat shed if the whole surface were at base temperature. It is $h\theta_bL/(2h\theta_bL)=1/2$. Half of the ideal surface performance is given up to save metal.

## How much each part of the shape saves

Now hold the heat, base temperature, $k$ and $h$ fixed, and let each shape choose its own best length.

- The best uniform fin needs 170.2 mm³, or 1.513 times the minimum.
- The best triangular fin, found by numerical minimization, needs 117.6 mm³, or 1.045 times the minimum. It is 25.3 mm long and 0.186 mm thick at the base.
- The parabolic fin needs 112.5 mm³.

Of the total saving of 57.7 mm³, a simple straight taper provides 52.6 mm³, about nine tenths. The curvature of the faces provides the rest. For these conditions taper matters much more than the precise parabola.

The size of the fin matters too. By (7), volume grows as $q^3$. If $n$ optimal fins share a fixed total heat, their total volume is proportional to $n(q/n)^3=q^3/n^2$. Two fins need a quarter of the metal of one. This holds while $h$, $\theta_b$ and the air temperature stay the same; crowded fins eventually restrict and heat the air between them.

## What the model leaves out

**Air warming.** Let air enter a 2.5 mm gap between fins at 4 m/s, with density 1.2 kg/m³ and heat capacity 1005 J/(kg K). Each gap receives heat from two facing surfaces, equivalent to one whole fin. The heat capacity flow is

$$C=1.2\times1005\times4\times0.0025\times0.030\approx0.36\ \mathrm{W/K}.$$

If the air is well mixed over the cross-section of the gap and successive slices of fin along the flow act independently, the air temperature rise $T_a$ obeys $C\,dT_a/dy=hL(\theta_b-T_a)$, where $y$ runs along the width. At the outlet

$$T_a=\theta_b\left(1-e^{-hLw/C}\right)\approx7.5\ \mathrm K .$$

The heat drawn, $CT_a$, is 9.7 % below the ideal 3 W. If the air mixes little between base and tip, the loss is somewhat larger, about 12 % if it does not mix at all, because the air then warms most beside the hottest part of the fin.

**Uneven heat transfer.** Suppose $h$ rises linearly from 0.7 of its mean at the base to 1.3 at the tip. Varying $h$ in (2) gives $\delta q=(2/\theta_b)\int\delta h\,\theta^2dx$. With $s=x/L$,

$$\frac{\delta q}{q}=2\int_0^1(-0.3+0.6s)(1-s)^2ds=2(-0.10+0.05)=-10\,\% .$$

A finite-element solution gives $-10.1\,\%$. The loss arises because cooling is weakened where the fin is hottest. If such an $h(x)$ is known in advance, (3) still holds and the optimal temperature line is still straight. The thickness must then follow the new current and is no longer the parabola (6).

**Radiation.** Black faces that saw nothing but surroundings at 298 K would add about $4\sigma T^3=7.3$ W/(m² K) at the base, where the mean of the face and surroundings temperatures is $T=318$ K, and 6.0 W/(m² K) at the tip, where the face is at 298 K. Here $\sigma$ is the Stefan–Boltzmann constant. The base value is 14.6 % of $h$. Facing fins mostly see each other, and bare metal emits weakly, so the actual addition should be well below this.

**Small thickness effects.** The temperature drop across half the thickness, relative to $\theta$, is of order $ht/(2k)=2.8\times10^{-5}$ at the base. The face slope there is $t(0)/L=0.0075$, which adds a fraction $t(0)^2/(2L^2)=2.8\times10^{-5}$ to the area. The two agree because $t(0)/L=hL/k$. The side edges add 0.15 % to the cooled area. All three are negligible here.

**Manufacture.** The vanishing tip cannot be made exactly. If 0.10 mm is the smallest workable thickness, the outer fraction $\sqrt{0.10/0.225}=67\,\%$ of the ideal length is too thin. I minimized the volume numerically with this limit, using 3 mm sections of constant thickness and lengths from 18 to 30 mm in 3 mm steps. The best fin on this grid was 24 mm long and needed 27 % more metal than the ideal. The grid is coarse: with free length and smoothly varying thickness the optimum shifts to about 22.5 mm and 26 %. Equal marginal value cannot be reached in sections held at the limit, since no more metal may be removed from them.

The chosen $k$ and $h$ are rough values for a metal fin in forced air. For this example, air warming lowers the heat by 10 to 12 %, depending on mixing, and the uneven $h$ assumed above by about 10 %. The triangle and the parabola differ by 4.5 % in volume at equal heat. Since volume grows as $q^3$ for either shape at its best length, this is only about 1.5 % in heat at equal volume. The thickness limit matters more. A straight taper that ends at 0.10 mm needs at least 151.5 mm³, which is 11 % less than the best uniform fin, whereas the ideal triangle saves 31 %. Taper is therefore worth considering when metal is costly and thin tips can be made cheaply.

All numerical values are calculated from the stated model.
